Why semilocal exchange imitates left-right correlation in H₂, N₂ and F₂

**What goes wrong**

Suppose the exchange part of a generalized gradient approximation (GGA) is replaced by exact exchange, while its correlation part is kept. The exchange energy is then better, yet at fixed densities N₂ loses about 2.8 eV of binding with the PBE functional, and so does F₂. H₂ loses only 0.05 eV. The opposite mistake is to add a full multiconfigurational correlation energy to GGA exchange, which counts part of the bond energy twice. A possible cause of both failures, derived below for stretched H₂ and examined only by size for the three molecules, is that the semilocal exchange energy of a bond can contain something that acts like left-right correlation, the tendency of two bonding electrons to sit on opposite atoms.

To measure it, compare GGA and exact exchange on the same Hartree-Fock densities and subtract the errors of the free atoms:

D = [E_x(GGA) − E_x(exact)]_molecule − 2 [E_x(GGA) − E_x(exact)]_atom

A negative D means that GGA exchange binds more strongly than exact exchange. The molecule is described by one restricted determinant, the atoms by unrestricted ones. Hartree atomic units are used. The comparison energy is

E_LR = E(CASSCF) − E(restricted Hartree-Fock),

with one bonding and one antibonding orbital active per bond. It omits most dynamical correlation and may contain a little of it.

**The exact hole is shared**

For real orbitals φ_i of spin σ, let γ_σ(r,r′) = Σ_i φ_i(r)φ_i(r′). The exchange hole around an electron at r is

h_σ(r,r′) = −γ_σ(r,r′)²/ρ_σ(r),

and the exchange energy is

E_x = ½ Σ_σ ∫∫ ρ_σ(r) h_σ(r,r′)/|r−r′| dr dr′.

Orthonormality gives ∫γ_σ² dr′ = Σ_i φ_i(r)² = ρ_σ(r), so the hole contains charge −1. Where that charge lies is not fixed by this rule.

Divide a symmetric diatomic molecule at its midplane into halves A and B, and define S^A_ij = ∫_A φ_iφ_j dr, and likewise S^B_ij. Averaging the hole charge on the side opposite the electron over all N_σ electrons counts A to B and B to A:

f = (2/N_σ) ∫_A∫_B γ_σ² dr′ dr = (2/N_σ) Σ_ij S^A_ij S^B_ij.

In H₂ there is one orbital per spin, with half its density on each side, so f = 2 × ½ × ½ = ½. Moreover γ_σ² = ρ_σ(r)ρ_σ(r′), hence h_σ = −ρ_σ(r′). The hole does not move with the electron: an electron on the left atom still has half its hole on the right one.

**The semilocal hole stays near its electron**

In the uniform gas, filling all plane waves up to k = (6π²ρ_σ)^(1/3) gives γ_σ = 3ρ_σ j₁(ku)/(ku), where u is the distance from the electron and j₁ a spherical Bessel function. The local-density (LDA) hole is therefore

h_σ = −9ρ_σ [j₁(ku)/(ku)]².

Its charge and energy follow from j₀′ = −j₁ and j₁′ = j₀ − 2j₁/x. These give

d/dx [x(j₀²+j₁²)] = j₀² − 3j₁²,
d/dx (j₀²+j₁²) = −4j₁²/x.

Integrating from 0 to ∞, with ∫j₀²dx = π/2, yields ∫j₁²dx = π/6 and ∫j₁²/x dx = ¼. The magnitude of the hole charge is then

(36πρ_σ/k³)(π/6) = 6π²ρ_σ/k³ = 1,

and the mean inverse distance is

(36πρ_σ/k²)(1/4) = 3k/(2π).

Multiplying by −½ρ_σ and integrating gives

E_x(LDA) = −(3/4)(6/π)^(1/3) Σ_σ ∫ρ_σ^(4/3) dr.

The size of this hole is set by the density at the electron. A GGA adds the gradient there. Neither quantity reveals a distant second atom.

The contrast is plain in restricted H₂ at R = 10 bohr. At a nucleus, where the density is highest and the LDA hole most compact, ρ_σ = 1/(2π), and a sphere of radius 5 bohr holds 0.91 of the LDA hole. It holds only about half of the exact hole, since the other half is on the far atom.

**Why localizing the hole acts like correlation**

Put a frozen hydrogen 1s orbital a on the left atom and b on the right, and first neglect their overlap. In the notation (pq|rs) for the Coulomb repulsion between the charge distributions pq and rs, J = (aa|aa) = 5/8 and (aa|bb) = 1/R.

In the restricted determinant both spins occupy g = (a+b)/√2, so ρ_σ = (a²+b²)/2. Each spin contributes −½(gg|gg), and therefore

E_x(shared) = −(gg|gg) = −¼(2J + 2/R) = −½(J + 1/R).

Now put spin up in a and spin down in b. The total density is still a²+b², so the Hartree and nuclear-attraction energies are unchanged; the kinetic energy is unchanged too, because its a–b cross terms are neglected along with the overlap. But

E_x(localized) = −½J − ½J = −J.

The energy gained is

E_x(localized) − E_x(shared) = −½(J − 1/R).

For comparison, the left-right correlation energy follows from mixing the configurations g² and u², where u is the antibonding orbital. The single excitation gu has the other inversion symmetry and does not mix. With overlap restored, let a′ = (g+u)/√2 and b′ = (g−u)/√2 be the orthonormal localized orbitals. Then gu = ½(a′²−b′²), and the coupling is

K = (gu|gu) = ¼(J_aa − 2J_ab + J_bb) = ½(J_aa − J_ab),

where J_aa = J_bb is the repulsion within one localized orbital and J_ab that between the two. If u² lies 2Δ above g², an energy E measured from g² obeys

E(E − 2Δ) − K² = 0.

The lower root is

E_LR = Δ − √(Δ²+K²).

When the atoms separate, Δ → 0 and E_LR → −K → −½(J − 1/R). This is the exchange energy gained by localizing the hole. The restricted determinant puts both electrons on one atom half of the time; correlation removes these ionic terms, and a localized hole removes their energetic cost. At 10 bohr the formula gives −½(0.625 − 0.100) = −0.2625 hartree, and the two-orbital full configuration interaction gives −0.2617.

**How much a GGA recovers in stretched H₂**

Semilocal exchange keeps most of the hole on its atom but does not reproduce the localized state, because each spin density has been halved. In LDA, two half-filled spin channels give 2 × (½)^(4/3) = 2^(−1/3) = 0.794 of the energy of one full channel. The on-site exact term is quadratic in the density and gives 2 × (½)² = 0.5. The LDA hole has grown by 2^(1/3), about 26%, but has not been split between atoms.

PBE multiplies the LDA energy density of a spin-unpolarized density n by

F(s) = 1 + κ − κ/(1 + μs²/κ),
s = |∇n|/[2(3π²)^(1/3)n^(4/3)],

with κ = 0.804 and μ ≈ 0.2195. Other spin densities follow from E_x[ρ↑,ρ↓] = ½E_x[2ρ↑] + ½E_x[2ρ↓], since exchange acts separately within each spin. For the 1s density PBE gives −0.3059 hartree with one full spin and −0.2540 with two half spins. The ratio, 0.83, exceeds the LDA value because halving the density raises s, and F increases with s.

The PBE error for the hydrogen atom is +0.0066 hartree. For well-separated atoms,

D = 2(−0.2540) + ½(0.625 + 1/R) − 2(0.0066)
  = −0.209 + 1/(2R).

At 10 bohr this is −0.159 hartree, in agreement with the full molecular calculation and equal to 61% of E_LR. As R → ∞ it becomes −0.209 against −0.3125, or 67%. The missing third is an error of the restricted PBE exchange description, about 0.10 hartree in this frozen-orbital model. If the spins are localized at 10 bohr, D vanishes to the printed precision: the exact hole is now local too, and there is nothing left to imitate.

**Why H₂ near equilibrium is different**

A shared hole is not enough. The frozen-orbital series has f = ½ throughout, yet |D| grows steadily with distance:

R = 1.4 bohr: D = −0.002, E_LR = −0.016 hartree
R = 2.5 bohr: D = −0.024, E_LR = −0.043 hartree
R = 4.0 bohr: D = −0.070, E_LR = −0.118 hartree
R = 10 bohr: D = −0.159, E_LR = −0.262 hartree

Two separate things happen at short distance. First, E_LR is quenched by the orbital splitting. At 1.4 bohr Δ = 0.622 and K = 0.140 hartree, so E_LR = 0.622 − √(0.622² + 0.140²) ≈ −0.016 hartree, far smaller in magnitude than K.

Second, D is small: the PBE and exact exchange energies differ by nearly the same amount as in the two free atoms. By the measure below, the shared exact hole is no larger here than the semilocal one. Since E_x = −½N⟨1/u⟩ for N electrons, an effective hole radius is 1/⟨1/u⟩ = N/(2|E_x|). At 1.4 bohr it is 1.77 bohr for exact exchange and 1.80 for PBE. At 10 bohr the exact value has risen to 2.76, while PBE gives 1.97. These radii only restate the exchange energies as lengths. In this series both |D| and |E_LR| grow as the overlap weakens, but not in proportion: D/E_LR rises from about 0.1 at 1.4 bohr to about 0.6 at 10 bohr.

**The three molecules**

The calculations use the cc-pVTZ basis and chosen bond lengths of 1.40, 2.07 and 2.67 bohr for H₂, N₂ and F₂. The atomic subtraction matters. For N₂ with PBE,

molecule: −13.1041 + 13.1110 = +0.0069 hartree
two atoms: 2 × 0.0551 = +0.1102 hartree
D = 0.0069 − 0.1102 = −0.1033 hartree = −2.81 eV.

The raw molecular difference even has the wrong sign for the binding effect. For F₂ the same arithmetic gives −0.0173 − 0.0870 = −0.1043 hartree, or −2.84 eV. The last digits depend on the basis: in cc-pVQZ, D for F₂ becomes −0.103 hartree (−2.80 eV) with PBE and −0.097 with B88, a shift of about 0.001 hartree, while D for N₂ moves by 0.0004 hartree or less and D for H₂ keeps the digits shown. All values and ratios below are for cc-pVTZ. The comparison is:

H₂: D = −0.002 (PBE), −0.003 (B88); E_LR = −0.019 hartree
N₂: D = −0.103 (PBE), −0.092 (B88); E_LR = −0.135 hartree
F₂: D = −0.104 (PBE), −0.098 (B88); E_LR = −0.075 hartree

The two functionals have quite different atomic errors but similar values of D. For N₂, D is 68 to 76% of E_LR; this compares sizes only, since no test here shows how much of the N₂ value comes from hole sharing. For H₂ they recover only about 10 to 14%, so the left-right correlation of H₂ near equilibrium must come mostly from the correlation functional. For F₂, D exceeds E_LR by 30 to 39%, so it cannot all be left-right correlation of the σ bond as defined here.

The far-side hole charge, summed over all electrons, is 1.00 in H₂, 3.04 in N₂ and 1.24 in F₂. H₂ and F₂ thus share similar amounts of hole but have very different D. The antibonding population per bond does separate them: 0.024, 0.044 and 0.135 in the same order. In the two-orbital model the weight of u² is ½[1 − Δ/√(Δ²+K²)]. Two electrons in u make the population

p = 1 − Δ/√(Δ²+K²),

which is small for Δ ≫ K and tends to 1 at separation. Frozen-orbital H₂ at 2.5 bohr has p = 1 − 0.2854/0.3284 = 0.13. By this measure the F₂ bond resembles an H₂ bond stretched to about that length, although its D is more than four times larger.

Breaking the spin symmetry of F₂ shows how D responds when the electrons partly localize. The unrestricted determinant is 0.010 hartree lower in energy, and its far-side charge falls from 0.069 to 0.053 per electron. At the same time D shrinks from −0.104 to −0.057 hartree with PBE, and from −0.098 to −0.052 with B88 (in cc-pVQZ the broken-symmetry values are −0.056 and −0.051). D thus falls by nearly half. This is the direction expected if hole sharing contributes to D, but the orbitals relax at the same time, so the change cannot be credited to localization alone. The full values are in the numerical output.

**Where the imitation is an error**

One electron shared by two distant protons has no correlation energy. Its exact exchange cancels its Hartree self-repulsion and equals half the restricted H₂ value, −¼(J + 1/R), which tends to −0.156 hartree. PBE exchange is also half its restricted H₂ value, and tends to −0.254. Subtracting the error of one hydrogen atom leaves

−0.254 + 0.156 − 0.007 ≈ −0.10 hartree.

This is spurious stabilization. The localized model hole does the same thing here as in H₂, but there is no second electron to correlate with. The imitation is thus useful for stretched electron-pair bonds and harmful for a stretched one-electron bond.

**What to do about it**

- Judge exchange and correlation together. If exact exchange replaces GGA exchange completely, the correlation method must supply left-right correlation explicitly.
- Expect a global hybrid to remove part of the imitation. With a fraction α of exact exchange, the energy is linear in α at fixed orbitals, so the remaining difference is (1−α)D. For N₂ with PBE and α = 0.25, it is 0.75 × (−0.103) = −0.077 hartree; 0.026 hartree, or 0.70 eV, of binding is lost.
- Do not add E_LR to a GGA energy without a scheme that prevents double counting. In F₂, D alone is already larger than E_LR.
- For a bond being broken, do not rely on restricted GGA exchange; in the frozen-orbital model of separated H₂, PBE exchange recovers only about two thirds of the required energy, and adding the change in PBE correlation, −0.018 hartree, raises this to a little under three quarters. A broken-symmetry determinant can give the separated energy at the price of an incorrect spin density; a multiconfigurational method avoids that price.
- To diagnose a new bond, evaluate both exchange energies on the same densities, subtract the atoms, and inspect the antibonding population. At fixed orbitals |D| alone measures how much the amount of exact exchange will matter: N₂, with a small population, is as sensitive as F₂. A large population indicates in addition that the bond has substantial left-right correlation. The value depends on the orbitals: with self-consistent PBE orbitals D for F₂ is about −0.123 hartree (−3.35 eV) instead of −0.104, so D should be read as a magnitude, not as a correction to be added.

Values computed for the example and the checks

```
H atom: exact Ex = -0.3125 hartree
  GGA-exact: PBE +0.0066, B88 +0.0028 hartree
N atom: exact Ex = -6.6081 hartree
  GGA-exact: PBE +0.0551, B88 +0.0110 hartree
F atom: exact Ex = -10.0482 hartree
  GGA-exact: PBE +0.0435, B88 -0.0174 hartree
LDA hole at nucleus: charge within 5 bohr = 0.912
PBE Ex of 1s density, half up/half down = -0.2540 hartree
PBE Ex of 1s density, one spin = -0.3059 hartree
Frozen-1s H2 (energies hartree, lengths bohr):
 R=1.4: overlap 0.7529, Delta 0.6219, K 0.1402
   Ex exact -0.5662, PBE -0.5545; D -0.0015, E_LR -0.0156
   effective hole radius: exact 1.766, PBE 1.803
 R=2.5: overlap 0.4580, Delta 0.2854, K 0.1624
   Ex exact -0.4961, PBE -0.5065; D -0.0236, E_LR -0.0430
   effective hole radius: exact 2.016, PBE 1.974
 R=4.0: overlap 0.1885, Delta 0.1041, K 0.1957
   Ex exact -0.4288, PBE -0.4859; D -0.0702, E_LR -0.1175
   effective hole radius: exact 2.332, PBE 2.058
 R=10.0: overlap 0.0010, Delta 0.0009, K 0.2625
   Ex exact -0.3622, PBE -0.5075; D -0.1585, E_LR -0.2617
   effective hole radius: exact 2.761, PBE 1.970
 R=10, localized spins: exact Ex -0.6251, PBE -0.6119, D -0.0000
 R=10: LDA Ex ratio shared/localized = 0.7929
 R=10: D/E_LR = 0.61
H2, R=1.40 bohr: RHF energy -1.1330 hartree
  exact Ex -0.6584, E_LR -0.0185 hartree (-0.50 eV)
  far hole charge 0.500 per electron, 1.00 in total
  antibonding population per bond 0.024
  PBE Ex -0.6471, D -0.0019 hartree (-0.05 eV), D/E_LR 0.11
  B88 Ex -0.6554, D -0.0026 hartree (-0.07 eV), D/E_LR 0.14
N2, R=2.07 bohr: RHF energy -108.9839 hartree
  exact Ex -13.1110, E_LR -0.1353 hartree (-3.68 eV)
  far hole charge 0.217 per electron, 3.04 in total
  antibonding population per bond 0.044
  PBE Ex -13.1041, D -0.1033 hartree (-2.81 eV), D/E_LR 0.76
  B88 Ex -13.1809, D -0.0920 hartree (-2.50 eV), D/E_LR 0.68
F2, R=2.67 bohr: RHF energy -198.7519 hartree
  exact Ex -19.9573, E_LR -0.0751 hartree (-2.04 eV)
  far hole charge 0.069 per electron, 1.24 in total
  antibonding population per bond 0.135
  PBE Ex -19.9746, D -0.1043 hartree (-2.84 eV), D/E_LR 1.39
  B88 Ex -20.0900, D -0.0978 hartree (-2.66 eV), D/E_LR 1.30
F2 broken spin symmetry: energy -198.7619 hartree, far 0.053
  PBE D after localization -0.0574 hartree
  B88 D after localization -0.0516 hartree
```
